# Closed T-matrix and phase shifts of an ultrasoft pseudopotential

## 1. Definitions and conventions

Hartree atomic units are used, and one angular-momentum channel $l$ is treated at a time. The radial wave $\psi(r)$ is $r$ times the radial function, so $\langle f|h\rangle=\int_0^\infty f h\,dr$ for real $f,h$. The local Hamiltonian is

$$H_{\rm loc}=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V_{\rm loc}(r),$$

where $V_{\rm loc}$ is short-ranged. A Coulomb tail would require Coulomb functions in place of the free waves below. The energy is $\varepsilon=k^2/2>0$.

An ultrasoft pseudopotential adds a separable term to the Hamiltonian and another to the overlap:

$$\Big(H_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|\Big)\psi=\varepsilon\Big(1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|\Big)\psi .\tag{1}$$

The projectors $\beta_i$ are real and vanish for $r>r_c$; $D$ and $q$ are real symmetric matrices. We define

$$W(\varepsilon)=D-\varepsilon q,\qquad G_{\rm loc}=(\varepsilon-H_{\rm loc}+i0)^{-1},\qquad g_{ij}=\langle\beta_i|G_{\rm loc}\beta_j\rangle .$$

Let $u$ be the regular solution of the local problem and $v$ its irregular partner, normalized by

$$u\to\sin\theta,\qquad v\to\cos\theta,\qquad \theta=kr-\tfrac{l\pi}{2}+\delta_{\rm loc}.$$

The overlaps of the projectors with the local wave are $b_i=\langle\beta_i|u\rangle$.

## 2. The closed T-matrix

Move the overlap term of (1) to the left and write $c_j=\langle\beta_j|\psi\rangle$:

$$(\varepsilon-H_{\rm loc})\psi=\sum_{ij}\beta_i W_{ij}c_j .\tag{2}$$

The generalized overlap thus enters as an energy-dependent separable strength. The solution of (2) with incident local wave $u$ and an outgoing scattered wave is

$$\psi=u+\sum_{ij}G_{\rm loc}\beta_i\,W_{ij}c_j .\tag{3}$$

Projecting on $\beta_m$ gives a finite linear system:

$$c=b+gWc\quad\Rightarrow\quad c=(1-gW)^{-1}b .$$

The source strength in (3) is $Wc=tb$, with

$$t=W(1-gW)^{-1}.\tag{4}$$

If $W$ is invertible, then $(AB)^{-1}=B^{-1}A^{-1}$ gives

$$t=\big[(1-gW)W^{-1}\big]^{-1}=\big[(D-\varepsilon q)^{-1}-g(\varepsilon)\big]^{-1}.\tag{5}$$

At an energy where $\det(D-\varepsilon q)=0$, form (5) cannot be evaluated but (4) still can. Such an energy is not in itself a singularity of the scattering.

Both forms need $\det(1-gW)\ne0$. The meaning of a zero at positive energy is found in section 4.

The matrix $t$ describes scattering relative to the local potential. Its incident wave is $u$, which already carries $\delta_{\rm loc}$. The phase obtained from $t$ is therefore an addition $\delta_{\rm nl}$, and

$$\delta=\delta_{\rm loc}+\delta_{\rm nl}\pmod\pi .$$

## 3. The radial resolvent and the phase shift

The radial kernel satisfies $(\varepsilon-H_{\rm loc})G(r,r')=\delta(r-r')$. The second-derivative term on the left is $+\frac12G''$, so $G'$ jumps by $2$ at $r=r'$. Regularity at the origin and an outgoing wave at infinity require

$$G=A\,u(r_<)h(r_>),\qquad h=v+iu\to e^{i\theta}.$$

The jump in slope is $A(uh'-u'h)=A(uv'-u'v)$, since the part $iu$ of $h$ cancels. This Wronskian is constant because $u$ and $v$ solve the same equation. At large $r$ it equals $-k\sin^2\theta-k\cos^2\theta=-k$. Hence $A=-2/k$ and

$$G(r,r')=-\frac2k\,u(r_<)\big[v(r_>)+iu(r_>)\big].\tag{6}$$

In the imaginary part the distinction between $r_<$ and $r_>$ disappears, so

$$g=g^P-\frac{2i}{k}\,bb^T,\tag{7}$$

$$g^P_{ij}=-\frac2k\iint\beta_i(r)u(r_<)v(r_>)\beta_j(r')\,dr\,dr' .$$

The matrix $g^P$ is real symmetric.

For $r>r_c$, every source point lies inside $r$. Equation (3) then becomes

$$\psi=u-\frac2k\,(b^Ttb)\,h .\tag{8}$$

A wave with additional phase $\delta_{\rm nl}$ satisfies

$$e^{i\delta_{\rm nl}}\sin(\theta+\delta_{\rm nl})=\frac{e^{i\theta+2i\delta_{\rm nl}}-e^{-i\theta}}{2i}=\sin\theta+e^{i\delta_{\rm nl}}\sin\delta_{\rm nl}\,e^{i\theta}.$$

Comparison with (8) gives

$$e^{i\delta_{\rm nl}}\sin\delta_{\rm nl}=-\frac2k\,b^Ttb .\tag{9}$$

Since $e^{2i\delta}=1+2ie^{i\delta}\sin\delta$,

$$S_{\rm nl}=e^{2i\delta_{\rm nl}}=1-\frac{4i}{k}\,b^Ttb .\tag{10}$$

For weak nonlocality, meaning $gW$ small compared with the unit matrix, $t\approx W$, and to leading order $\delta_{\rm nl}\approx-(2/k)b^TWb$. The example of section 7 is not weak in this sense: at $0.5$ Ha the eigenvalues of $gW$ have magnitudes $2.08$ and $0.83$, and this formula gives $+0.611$ rad where $\delta_{\rm nl}=-0.638$ rad modulo $\pi$. A repulsive (positive) strength lowers the phase. With one projector, (4) reduces to $t=w/(1-gw)$, where $w=D-\varepsilon q$. With $q=0$ the same formulas describe an ordinary separable pseudopotential.

## 4. Real form, unitarity and the determinant

It remains to show that (10) has unit modulus. Define the real quantities

$$c_P=(1-g^PW)^{-1}b,\qquad K=W(1-g^PW)^{-1},\qquad \kappa=b^TKb=b^TWc_P ,$$

and let $s=b^Ttb=b^TWc$. Inserting (7) into $(1-gW)c=b$ gives

$$(1-g^PW)c+\frac{2i}{k}\,b\,s=b\quad\Rightarrow\quad c=c_P\Big(1-\frac{2i}{k}s\Big).$$

Multiply by $b^TW$ and solve for $s$:

$$s=\kappa\Big(1-\frac{2i}{k}s\Big)\quad\Rightarrow\quad s=\frac{\kappa}{1+2i\kappa/k}.$$

With $\tau=-2\kappa/k$, the right side of (9) is $\tau/(1-i\tau)$. The left side is $\tan\delta_{\rm nl}/(1-i\tan\delta_{\rm nl})$, because $e^{i\delta}=1/(\cos\delta-i\sin\delta)$. Therefore

$$\tan\delta_{\rm nl}=\tau=-\frac2k\,b^TKb .\tag{11}$$

The phase is real, so $|S_{\rm nl}|=1$. This step uses only that $W$, $g^P$ and $b$ are real; the symmetry of $D$ and $q$ is needed for the bound-state argument below and in section 5. A zero of $\det(1-g^PW)$ can make $\tan\delta_{\rm nl}$ diverge, which is a passage of $\delta_{\rm nl}$ through $\pi/2$; the complex form (10) has no difficulty there.

A third form follows from $g^*=g+(4i/k)bb^T$. The determinant rule $\det(M-xy^T)=\det M\,(1-y^TM^{-1}x)$, with $M=1-gW$, gives

$$\frac{\det(1-g^*W)}{\det(1-gW)}=1-\frac{4i}{k}\,b^TW(1-gW)^{-1}b=S_{\rm nl}.$$

The numerator is the complex conjugate of the denominator, hence

$$\delta_{\rm nl}=-\arg\det(1-gW)\pmod\pi .$$

Suppose now that the determinant vanishes at some $\varepsilon>0$. Then there is a nonzero $c$ with $c=gWc$. Multiplication by $(Wc)^\dagger$ gives $(Wc)^\dagger g(Wc)=c^\dagger Wc$, which is real. By (7), the imaginary part of the left side is $-(2/k)|b^TWc|^2$, so $b^TWc=0$. The amplitude of the outgoing wave is proportional to this number. The exceptional solution therefore vanishes outside $r_c$: it is a bound state at positive energy, decoupled from the continuum. In that case the linear system for $c$ has no unique solution.

## 5. Logarithmic derivative and the role of $q$

The real solution obtained with $g^P$ is $\psi=u+\tau v$ for $r\ge r_c$. Its logarithmic derivative is

$$L(r)=\frac{\psi'}{\psi}=\frac{u'+\tau v'}{u+\tau v},\qquad \tau=\frac{u'-Lu}{Lv-v'} .\tag{12}$$

The second expression solves the first for $\tau$. Knowledge of $L(r_c)$ and of the potential outside $r_c$ thus fixes $\delta$ modulo $\pi$.

To find the energy dependence of $L$, denote $\partial/\partial\varepsilon$ by a dot. The wave equation and its derivative are

$$(H_{\rm loc}-\varepsilon)\psi+\sum_i\beta_i(Wc)_i=0,$$

$$(H_{\rm loc}-\varepsilon)\dot\psi-\psi+\sum_i\beta_i(W\dot c-qc)_i=0 .$$

Multiply the second by $\psi$ and the first by $\dot\psi$, integrate from $0$ to $r_c$, and subtract. The terms $c^TW\dot c$ and $\dot c^TWc$ cancel because $W$ is symmetric. What remains of the kinetic energy is a boundary term:

$$-\tfrac12\big(\psi\dot\psi'-\dot\psi\psi'\big)_{r_c}-\int_0^{r_c}\psi^2dr-c^Tqc=0 .$$

Since $\dot L=(\psi\dot\psi'-\psi'\dot\psi)/\psi^2$,

$$-\frac12\psi(r_c)^2\frac{dL}{d\varepsilon}\bigg|_{r_c}=\int_0^{r_c}\psi^2dr+c^Tqc .\tag{13}$$

The right side is the generalized norm inside $r_c$. For the full, purely local problem the same identity holds without the $q$ term.

The share of $q$ in the slope of the phase can be isolated by varying $W$ at fixed $g^P$ and $b$. For invertible $W$, $K^{-1}=W^{-1}-g^P$, so $dK=KW^{-1}\,dW\,W^{-1}K$. Because $W^{-1}Kb=c_P$, (11) gives

$$d\tan\delta_{\rm nl}=-\frac2k\,c_P^T\,dW\,c_P .$$

The wave $u+\tau v$ has amplitude $1/\cos\delta_{\rm nl}$ in magnitude. For unit amplitude the projections are $\bar c=c_P\cos\delta_{\rm nl}$, and $d\delta_{\rm nl}=\cos^2\delta_{\rm nl}\,d\tan\delta_{\rm nl}$. Hence

$$d\delta_{\rm nl}=-\frac2k\,\bar c^T\,dW\,\bar c .\tag{14}$$

The change $dW=-q\,d\varepsilon$ contributes $(2/k)\bar c^Tq\bar c$ to $d\delta/d\varepsilon$. Keeping $W$ fixed at one energy would lose this contribution.

## 6. Why the phases follow those of the full potential

Let $\phi_j$ be regular waves of a full potential at reference energies $\varepsilon_j$. Let $\tilde\phi_j$ be smooth waves equal to $\phi_j$ outside $r_c$, where $V_{\rm loc}$ also equals the full potential. Define

$$\chi_j=(\varepsilon_j-H_{\rm loc})\tilde\phi_j,\qquad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\qquad \beta_i=\sum_m(B^{-1})_{mi}\chi_m,$$

$$q_{ij}=\int_0^{r_c}(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,dr,\qquad D_{ij}=B_{ij}+\varepsilon_jq_{ij}.$$

The functions $\chi_j$ vanish outside $r_c$, and $B$ must be invertible. Then $\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}$ and $\sum_i\beta_iB_{ij}=\chi_j$. At $\varepsilon_j$ the source in (2) for $\psi=\tilde\phi_j$ is

$$\sum_i\beta_i(D_{ij}-\varepsilon_jq_{ij})=\sum_i\beta_iB_{ij}=\chi_j ,$$

so $\tilde\phi_j$ solves the ultrasoft equation.

$D$ is symmetric. Integration by parts gives

$$B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\int_0^{r_c}\tilde\phi_i\tilde\phi_j\,dr+\tfrac12(\tilde\phi_i\tilde\phi_j'-\tilde\phi_i'\tilde\phi_j)_{r_c}.$$

For the full waves the corresponding left side is zero and the boundary term is the same. Subtraction leaves $B_{ij}-B_{ji}=-(\varepsilon_j-\varepsilon_i)q_{ij}$, which is $D_{ij}=D_{ji}$.

At a reference energy $c_i=\delta_{ij}$, so $c^Tqc=q_{jj}$ restores the full norm in (13). Both $L(r_c)$ and $dL/d\varepsilon$ agree with the full problem. The potentials outside $r_c$ coincide, so $\delta$ and $d\delta/d\varepsilon$ agree too. Away from the reference energies the agreement is approximate.

## 7. Worked example: a $d$ channel

Take the full potential $-13\,e^{-r^2}$ Ha, with $r$ in bohr, and $l=2$. The reference energies are $0.2$ and $1.0$ Ha, and $r_c=1.8$ bohr. Inside $r_c$, $V_{\rm loc}$ is the second-order Taylor polynomial in $r^2$ about $r_c^2$. The smooth waves are $r^3$ times a polynomial of fourth degree in $r^2$, matched in value and four derivatives. Each reference wave $\phi_j$ has unit asymptotic amplitude and, like $u$, is positive near the origin; the values of $D$, $q$, $b$, $g$ and $t$ depend on this choice, the phases do not. The parameters represent no particular material.

At $\varepsilon=0.5$ Ha, $k=1$ bohr$^{-1}$ and $\delta_{\rm loc}=0.36114$ rad. The first element of $W$ is

$$W_{11}=-0.30527-0.5(0.11062)=-0.36058\ \text{Ha bohr}.$$

The overlaps are $b=(1.94829,-1.19579)$. Equation (7) requires ${\rm Im}\,g_{11}=-2(1.94829)^2=-7.5917$ (Ha bohr)$^{-1}$; the program builds $g$ from (7), and the variational test described below checks it independently. Inverting (5) gives, in Ha bohr,

$$t_{11}=0.25330-0.17052i,\quad t_{12}=0.21648-0.13249i,\quad t_{22}=0.20026-0.10294i .$$

With $b_1^2=3.7958$, $2b_1b_2=-4.6595$ and $b_2^2=1.4299$, the sum (last digit from unrounded values) is

$$b^Ttb=3.7958\,t_{11}-4.6595\,t_{12}+1.4299\,t_{22}=0.23914-0.17713i .$$

Equation (10) becomes

$$S_{\rm nl}=1-4i(0.23914-0.17713i)=0.2915-0.9566i .$$

Half its argument is $\delta_{\rm nl}=-0.63751$ rad. The total is $0.36114-0.63751=-0.27637$ rad, or $2.86523$ rad $=164.17^\circ$ modulo $\pi$ (last digit from unrounded values). Direct integration of the full well differs from this by $5\times10^{-6}$ rad.

The identity (13) can be read at the same energy, for the wave $u+\tau v$. The smooth wave contributes $0.2356$ bohr and the $q$ term $0.1399$ bohr. Their sum, $0.3755$ bohr, equals the left side found by differentiating $L$ numerically.

The smallest eigenvalue of the overlap operator is $0.926$, so the generalized norm is positive and $L(r_c)$ falls with energy between its poles. Yet $L(r_c)$ is $-4.24$ bohr$^{-1}$ at $0.5$ Ha and $+11.73$ bohr$^{-1}$ at $1.0$ Ha. It must have passed a pole: a node of the wave has crossed $r_c$.

The slopes at $0.2$ Ha show what the energy dependence of $W$ does. The full well and the ultrasoft potential both give $-0.1368$ rad/Ha. With $W$ frozen at its value there, the slope is $-0.4866$ rad/Ha. The difference, $0.3498$ rad/Ha, is the term $(2/k)\bar c^Tq\bar c$ of (14).

Between $0.05$ and $0.15$ Ha the tabulated phase goes from $0.011$ through $0.733$ to $2.967$ rad. We read this as a rise through $\pi/2$, a resonance behind the centrifugal barrier, although values modulo $\pi$ do not by themselves fix the branch. The largest tabulated deviation from the full well, $2.7\times10^{-4}$ rad, occurs at $0.10$ Ha, below the reference interval; between the tabulated points it reaches about $5\times10^{-4}$ rad near $0.103$ Ha. A slight displacement of the resonance would explain it; this is a conjecture. At $1.5$ Ha, above the reference interval, the deviation is $8\times10^{-5}$ rad; it grows to about $7\times10^{-4}$ rad at $2$ Ha and $6\times10^{-3}$ rad at $3$ Ha.

Two tests avoid the formula for $t$. A variational solution with an outgoing boundary condition reproduces the complex $g$ at $0.5$ Ha: the largest error of an element, divided by the largest $|g_{ij}|$, is $1.4\times10^{-9}$. Diagonalizing the complete nonlocal problem in a hard-walled sphere of radius $6$ bohr gives energies at which $\delta$ is fixed by $\psi(6)=0$. The phases from (5) agree there within $5.1\times10^{-8}$ rad. With one projector removed, $W$ is singular as a $2\times2$ matrix, and (4) passes the same test within $1.2\times10^{-9}$ rad. The remaining values are in the numerical output.

## Numbers as computed

```
l = 2; well depth 13.0 Ha, width 1.0 bohr; r_c = 1.8 bohr
reference energies: 0.2, 1.0 Ha; matching/box radius 6.0 bohr
V_loc(0) = -4.8310 Ha
D 11, 12, 22 [Ha bohr]: -0.30527, -0.23103, -0.14159
q 11, 12, 22 [bohr]: 0.11062, 0.12153, 0.13164
smallest eigenvalue of overlap operator: 0.92589
asymmetry |D12-D21| before averaging: 8.9e-13 Ha bohr
--- worked energy eps = 0.5 Ha, k = 1.00000 1/bohr
delta_loc = 0.361144 rad
b1, b2 = 1.948294, -1.195789 (dimensionless)
W = D - eps q 11, 12, 22 [Ha bohr]: -0.36058, -0.29179, -0.20742
g 11, 12, 22 [1/(Ha bohr)]: -26.21578-7.59170j, 24.44145+4.65949j, -28.66861-2.85982j
t 11, 12, 22 [Ha bohr]: 0.25330-0.17052j, 0.21648-0.13249j, 0.20026-0.10294j
b.t.b = 0.239144-0.177130j Ha bohr
S_nl = 0.291481-0.956577j, |S_nl| = 1.000000000
tan(delta_nl) from real form = -0.740682
delta_nl = -0.637511 rad
delta ultrasoft (mod pi) = 2.865226 rad = 164.165 deg
delta full well (mod pi) = 2.865231 rad
L(r_c) ultrasoft = -4.236967 1/bohr
norm identity: left 0.375500, integral 0.235581, c.q.c 0.139919 bohr
--- phase shifts mod pi: eps [Ha], ultrasoft, full, difference [rad]
 0.05   0.011340   0.011341  -1.02e-06
 0.10   0.732768   0.733042  -2.74e-04
 0.15   2.967459   2.967461  -1.63e-06
 0.20   2.980138   2.980138  -7.34e-12
 0.25   2.967181   2.967182  -4.25e-07
 0.30   2.948486   2.948487  -1.25e-06
 0.50   2.865226   2.865231  -4.56e-06
 0.75   2.770356   2.770359  -3.64e-06
 1.00   2.690885   2.690885  -4.35e-11
 1.50   2.569789   2.569874  -8.44e-05
--- reference energies: L in 1/bohr, d(delta)/d(eps) in rad/Ha
eps 0.2 Ha: L full -1.239033, L ultrasoft -1.239033
  slope full -0.13677, ultrasoft -0.13677, frozen W -0.48658, q term 0.34981
eps 1.0 Ha: L full 11.732435, L ultrasoft 11.732435
  slope full -0.28907, ultrasoft -0.28907, frozen W -0.47525, q term 0.18617
--- independent checks
g against variational solution, relative error: 1.4e-09
box levels [Ha]: 0.10808, 0.51188, 1.29067, 2.36428
largest phase error at box levels: 5.1e-08 rad
one-projector box levels [Ha]: 0.45464, 1.06533, 1.74667, 2.75189
largest phase error, singular W: 1.2e-09 rad
```
